# Why nudged elastic bands kink, and what the upwind tangent changes

A nudged elastic band with central tangents is prone to kinks when the force along the path, $F$, is large compared with $Ca$, where $C$ is the transverse curvature of the energy and $a$ is the spacing of the images. Adding images reduces $a$ and leaves $F$ and $C$ alone, so it makes matters worse. The tangent is only half of the cause, however. On a uniform slope, a central-tangent band that follows its forces in continuous time is stable for every ratio $F/(Ca)$. The tangent makes the forces rotate disturbances, and the finite steps or the inertia of the optimizer turn this rotation into growth. The threshold is therefore $F\sim Ca$ with a factor set by the optimizer. The upwind tangent, which points towards the neighbour of higher energy, replaces the rotation by one-way transport. It too needs a limited step, but the limit is much milder on a fine band.

All of this can be derived from one solvable model.

## A straight valley on a slope

Let the energy be

$$V(x,y)=-Fx+\tfrac12Cy^2,\qquad F>0,\quad C>0 .$$

The true force is $(F,-Cy)$, and the minimum-energy path is the line $y=0$, descending towards positive $x$. The band has $N$ movable images between fixed ends a distance $L$ apart, so $a=L/(N+1)$. Image $i$ sits at $x_i=ia$ with a small transverse displacement $y_i$, and $y_0=y_{N+1}=0$.

The band force on an image is the true force without its component along the unit tangent $\boldsymbol\tau_i$, plus a spring force along $\boldsymbol\tau_i$ proportional to the difference between the two adjacent segment lengths. For a slightly tilted tangent, $\boldsymbol\tau_i=(1,\theta_i)$ to first order. The component of the true force along it is $F-Cy_i\theta_i\approx F$, since the second term is of second order. Subtracting $F\boldsymbol\tau_i$ from $(F,-Cy_i)$ leaves no $x$ component and

$$f_i=-Cy_i-F\theta_i . \tag{1}$$

The second term is the origin of the trouble: a tilted tangent lets part of the large parallel force leak into the transverse direction.

The springs cannot counter this at first order. A segment whose ends differ in height by $\delta$ has length $\sqrt{a^2+\delta^2}\approx a+\delta^2/2a$, so transverse displacements change the spring forces only at second order. Stiffer springs do not alter the onset of the transverse instability. They do set a step limit of their own along the path: with spring constant $\kappa$ the force there is $\kappa(x_{i+1}-2x_i+x_{i-1})$, whose eigenvalues reach nearly $-4\kappa$, so steepest descent also needs a step below about $1/(2\kappa)$. The step conditions below concern the transverse displacements and assume that this limit is respected.

## The central tangent produces rotation

The central tangent at image $i$ is parallel to $\mathbf R_{i+1}-\mathbf R_{i-1}$. Its tilt is $\theta_i=(y_{i+1}-y_{i-1})/2a$, and (1) becomes

$$f_i=-Cy_i-\frac{F}{2a}\,(y_{i+1}-y_{i-1}). \tag{2}$$

Image $i$ feels $-Fy_{i+1}/2a$ from its neighbour, while image $i+1$ feels $+Fy_i/2a$ in return. This coupling is antisymmetric. Forces derived from an energy have a symmetric matrix of derivatives, so no energy function generates (2). If two neighbouring displacements are carried around the circle $y_1=r\cos\varphi$, $y_2=r\sin\varphi$, the coupling does the work

$$\frac{F}{2a}\oint(y_1\,dy_2-y_2\,dy_1)=\frac{F}{2a}\,2\pi r^2=\frac{\pi r^2F}{a}$$

per turn. This is a supply of energy that an optimizer may tap.

To find the modes, try $y_n=i^n\sin n\phi$, where $i$ in $i^n$ is the imaginary unit. Since $-i^{-1}=i$,

$$y_{n+1}-y_{n-1}=i^{n}\,i\,[\sin(n+1)\phi+\sin(n-1)\phi]=2i\cos\phi\;y_n .$$

The fixed ends require $\phi=k\pi/(N+1)$ with $k=1,\dots,N$. The eigenvalues of the force matrix are then

$$\lambda_k=-C-i\,\frac Fa\cos\frac{k\pi}{N+1}. \tag{3}$$

The cosines occur in pairs of opposite sign, so the eigenvalues form conjugate pairs. The largest rotation rate is

$$\Omega=\frac Fa\,c,\qquad c=\cos\frac{\pi}{N+1}.$$

With $p=F/(Ca)$ we have $\Omega/C=pc$: this ratio compares rotation with restoring force.

The fastest mode has $k=1$. Its real part follows the pattern $+,0,-,0$ under a smooth envelope, so it repeats every four images. A zigzag that alternates from image to image is hardly rotated, because $y_{i+1}$ and $y_{i-1}$ are then almost equal and the central tangent hardly tilts. It is not an exact mode of a band with fixed ends, however, and contains a share of the fast modes, which is small in a long band.

## Continuous descent is stable

If the images follow $\dot y_i=f_i$, with the unit of time chosen to absorb the mobility, every mode in (3) decays at the rate $C$. Rotation changes the direction of the vector $(y_1,\dots,y_N)$ but not its length. Neither a large $F$ nor a large $N$ destabilizes this flow.

On a real barrier the parallel force $F_i=-dV/dx$ varies along the path, and (2) holds with $F_i$ in place of $F$. The coupling is then no longer purely antisymmetric. The real part of any eigenvalue cannot exceed the largest eigenvalue of the symmetric part of the matrix. That part has $-C$ on the diagonal, and beside it

$$\frac12\left(-\frac{F_i}{2a}+\frac{F_{i+1}}{2a}\right)=\frac{F_{i+1}-F_i}{4a}.$$

Each row has at most two such elements, and an eigenvalue of a symmetric matrix lies within one row's off-diagonal sum of a diagonal element. Hence

$$\operatorname{Re}\lambda\le -C+\max_i\frac{|F_{i+1}-F_i|}{2a}\le -C+\tfrac12\max|V''|, \tag{4}$$

where $V''$ is the curvature along the path, and the last step uses the mean value theorem. Refinement does not raise this last bound. If $C$ exceeds half the largest parallel curvature, continuous descent is linearly stable for any number of images. If it does not, (4) gives no guarantee.

## Finite steps turn rotation into growth

Steepest descent with step $\alpha$ replaces $y_i$ by $y_i+\alpha f_i$. A mode with eigenvalue $-C\pm i\Omega$ is multiplied by $1-\alpha C\pm i\alpha\Omega$. Geometrically, the rotating part moves the disturbance along the tangent of a circle instead of along its arc, and so lands outside the circle. The restoring force must make up for this at every step. Stability requires

$$(1-\alpha C)^2+\alpha^2\Omega^2<1 .$$

Expanding, cancelling the 1 and dividing by $\alpha>0$ gives $\alpha(C^2+\Omega^2)<2C$, or

$$\alpha C<\frac{2}{1+p^2c^2}. \tag{5}$$

The mode with the largest $\Omega$ sets the strictest limit, so (5) secures all of them.

The step $\alpha=1/C$ would bring an isolated image to the valley floor in one move. For it, (5) becomes $pc<1$. In a long band $c\to1$, and the instability sets in at

$$F>Ca .$$

This is the simple kink criterion, now with its condition attached. A smaller step moves the threshold to larger $p$. For a fine band, (5) tends to $\alpha<2Ca^2/F^2$: halving the spacing cuts the permitted step by a factor of four. An optimizer whose step is left unchanged while images are added must eventually cross this limit.

## Inertia does the same

Many optimizers carry a velocity. Consider the simplest case, a mass $m$ with constant friction $\gamma=g\sqrt{C/m}$, integrated accurately in time. Critical damping of an isolated image corresponds to $g=2$. A mode proportional to $e^{st}$ obeys

$$ms^2+m\gamma s+C\pm i\Omega=0 .$$

At $\Omega=0$ both roots decay. Stability can be lost only where a root crosses the imaginary axis, $s=i\omega$. The real part of the equation then gives $\omega^2=C/m$, and the imaginary part gives $m\gamma|\omega|=\Omega$. The crossing thus lies at $\Omega=\gamma\sqrt{mC}=gC$. For very large $\Omega$, $s^2\approx\mp i\Omega/m$ has a root with positive real part, and there is no second crossing, so the band is unstable everywhere above this value. The condition for stability is

$$pc<g . \tag{6}$$

With $g=1$ this is again $F\lesssim Ca$; critical damping doubles the threshold. Without friction any rotation leads to growth, because nothing removes the work done by the antisymmetric coupling. Optimizers that reset velocities or adapt their steps are not described by (6), although they act on the same rotating force.

## The upwind tangent sends disturbances one way

On this slope the neighbour of higher energy is image $i-1$. The upwind tangent lies along $\mathbf R_i-\mathbf R_{i-1}$, so $\theta_i=(y_i-y_{i-1})/a$ and

$$f_i=-\left(C+\frac Fa\right)y_i+\frac Fa\,y_{i-1}. \tag{7}$$

Each image now listens to its uphill neighbour alone. The leaked parallel force has also acquired a restoring part, $-Fy_i/a$, which strengthens as the band is refined.

One step of steepest descent gives

$$y_i^{\rm new}=\left[1-\alpha\left(C+\frac Fa\right)\right]y_i+\alpha\frac Fa\,y_{i-1}.$$

If $\alpha\le1/(C+F/a)$, both coefficients are non-negative, and their sum is $1-\alpha C$. Therefore

$$\max_i|y_i^{\rm new}|\le(1-\alpha C)\max_i|y_i| . \tag{8}$$

The largest displacement shrinks at every step, with no transient growth. For small $a$ the condition is $\alpha\lesssim a/F$, linear in the spacing where the central tangent demands a quadratic one.

The upwind tangent is not stable for every step. The matrix in (7) is triangular, so all its eigenvalues equal $-(C+F/a)$, and a step multiplies them into $1-\alpha C(1+p)$. With $\alpha=1/C$ this is $-p$, which also signals instability for $p>1$. At that particular step the two tangents lose eventual decay at nearly the same spacing. The upwind band amplifies disturbances on the way even earlier: the step reads $y_i^{\rm new}=-py_i+py_{i-1}$, so a displacement that changes sign at every step is passed on with the gain $p/(1-p)$ per image, which exceeds one for $p>1/2$. The difference appears when the step is adapted to the upwind force. Putting $\alpha C=1/(1+p)$ into (5) shows that the central band is stable for

$$p^2c^2<1+2p .$$

In a long band this means $p^2-2p-1<0$, or $p<1+\sqrt2\approx2.41$. Beyond that value, a step at which the upwind band contracts makes the central band kink.

The opposite choice is instructive. A tangent towards the lower neighbour has $\theta_i=(y_{i+1}-y_i)/a$ and gives

$$f_i=\left(\frac Fa-C\right)y_i-\frac Fa\,y_{i+1}.$$

This matrix is triangular too, with eigenvalue $F/a-C$. The downwind band is unstable when $F>Ca$ even in continuous descent. The central force (2) is the average of the upwind and downwind forces: the restoring term $-Fy_i/a$ of one cancels the destabilizing term $+Fy_i/a$ of the other, and the rotation remains.

With inertia, the upwind band has a weakness of its own. Because its matrix is triangular with negative eigenvalues, disturbances in a finite band finally die out for any positive friction. On the way down they may be amplified. For an oscillation at frequency $w\sqrt{C/m}$, equation (7) with mass and friction gives

$$\frac{y_i}{y_{i-1}}=\frac{p}{1+p-w^2+igw}.$$

The squared modulus of the denominator, $(1+p-w^2)^2+g^2w^2$, is smallest at $w^2=1+p-g^2/2$, provided this is positive. Its value there is $g^4/4+g^2(1+p-g^2/2)=g^2(1+p)-g^4/4$, so the peak gain per image is

$$G=\frac{p}{\sqrt{g^2(1+p)-g^4/4}} . \tag{9}$$

The condition $G\le1$ reads $(p-g^2/2)^2\le g^2$, whose upper limit is $p=g+g^2/2$. If the minimum would lie at negative $w^2$, the peak is at $w=0$, where the gain $p/(1+p)$ is below one. At critical damping the upwind band is free of amplification up to $p=4$, whereas the central band is already unstable for $pc>2$.

## The model in numbers

Take $F=1$ eV/Å, $C=2$ eV/Å$^2$ and $L=3$ Å. The spacing at which $F=Ca$ is $1/2=0.5$ Å. With 23 images,

$$a=\frac{3}{24}=0.125\ \text{Å},\qquad p=\frac{1}{2\times0.125}=4 .$$

The largest rotation rate is 7.93 eV/Å$^2$, about four times $C$. The step suited to the upwind tangent is $\alpha=1/(2+8)=0.1$ Å$^2$/eV, while (5) permits the central tangent only 0.060 Å$^2$/eV. At the shared step the central growth factor is

$$\sqrt{(1-0.2)^2+(0.1\times7.93)^2}=1.13$$

per step, against an upwind bound of $1-0.2=0.8$. Smaller bands behave differently:

| Images | $p$ | Shared step (Å$^2$/eV) | Central factor | Upwind bound |
|---:|---:|---:|---:|---:|
| 5 | 1 | 0.250 | 0.66 | 0.50 |
| 11 | 2 | 0.167 | 0.93 | 0.67 |
| 23 | 4 | 0.100 | 1.13 | 0.80 |

The central band worsens with refinement even though the shared step is being reduced. Its first failure comes at 15 images; with the fixed step $1/C$ it comes at 6. The numerical check obtains these factors from finite differences of the complete two-dimensional band force, and tests them against the stability conditions above.

For inertial relaxation with 23 images and critical damping, the central disturbance grows at the rate $0.41\sqrt{C/m}$, while the peak upwind gain is 1.00, right at the limit. With $g=1$ the upwind gain rises to 1.84 per image. Over the 22 links between the first and last movable image, this would amplify a sustained small oscillation by $1.835^{22}\approx6\times10^5$ in the linear model. Eventual decay is then of little comfort, since the linear theory may break down first.

## Over a barrier

A slope has no saddle point, so the slope term is now replaced by a cosine barrier of height $B=1$ eV, with minima at the two fixed ends:

$$V=\frac B2\left(1-\cos\frac{2\pi x}{L}\right)+\frac12Cy^2 .$$

The largest parallel force is $\pi B/L=1.05$ eV/Å, which gives $p=4.2$ at the steepest point for 23 images. On each flank the upwind tangent points towards the top. At an energy extremum it is an energy-weighted mixture of the two adjacent segments, which avoids an abrupt switch. For an odd number of images one sits on the top, where the parallel force vanishes and (1) reduces to $f_i=-Cy_i$. The contraction (8) then holds for the whole band if $F$ in the step condition is the largest parallel force. If the top falls between images, the mixed tangent needs a separate analysis.

Continuous descent with the central tangent remains stable here. For 24, 25 and 48 images the largest real parts are $-1.79$, $-2.00$ and $-1.81$ eV/Å$^2$, all below the bound (4), which is about $-0.9$ eV/Å$^2$. The value $-C$ for 25 images has a simple reason. The top image has $F_i=0$ and decays independently, which separates the two flanks. On one flank all $F_i$ have the same sign, and the rescaled variables $z_i=y_i/\sqrt{|F_i|}$ have the coupling $\mp\sqrt{|F_iF_{i+1}|}/2a$ between neighbours, antisymmetric again. Its eigenvalues are imaginary, so every real part is $-C$.

The full nonlinear bands were started with random transverse displacements of at most 0.001 Å and given 400 steps of steepest descent, with a spring constant of 1 eV/Å$^2$ and the same upwind-safe step for both tangents. With 5 and 11 images both tangents return the band to the straight path. With 23 images the upwind band also straightens, but the central band does not: over the last 100 steps its displacement reaches 0.033 Å, about a quarter of the image spacing. Its final length is 3.037 Å instead of 3 Å. The size of the late displacement is a nonlinear matter and depends on the springs: the same run gives 0.067 Å with a spring constant of 4 eV/Å$^2$. With 0.1 eV/Å$^2$ it gives $5\times10^{-5}$ Å, but this is a passing value: the displacement has risen to 0.015 Å by step 4000, whereas the two stiffer bands keep their values.

Two changes, made one at a time, identify the cause. Replacing the central by the upwind tangent at the same step of 0.096 Å$^2$/eV removes the kinks. So does keeping the central tangent and reducing the step to 0.027 Å$^2$/eV, half the limit (5) evaluated with the largest parallel force: the late displacement is then below $2\times10^{-8}$ Å. At the step of 0.096 Å$^2$/eV the kinks thus need the central tangent, and with the central tangent they need a step that is too large for it. A much larger step is enough by itself: at 0.21 Å$^2$/eV, beyond $2/(C+F/a)\approx0.19$ Å$^2$/eV, the upwind band kinks as well, with a late displacement of 0.013 Å. Somewhat smaller steps let it straighten in the end but amplify the disturbance first: at 0.17 Å$^2$/eV the displacement passes through 0.023 Å before it dies out.

The highest image of the kinked band still has an energy of 1.0000 eV, the true barrier to four decimals. Its transverse displacement is below $10^{-5}$ Å, in agreement with the linear result that the image on the top is not driven sideways by its neighbours; it has slid about 0.006 Å along the path, which costs little energy at a maximum. A correct barrier energy is therefore no proof of a converged path. It would be unsafe to expect the same accuracy when no image sits on the saddle.

## What carries over to a real system

With several transverse directions of constant curvature $C_j$, equation (1) holds for each normal mode separately, and all share the same $F/a$. The central step limit $2C_j/(C_j^2+\Omega^2)$ falls with decreasing $C_j$ once $C_j<\Omega$. When all $C_j$ lie below $\Omega$, the softest transverse mode therefore kinks first. More generally, comparing the limits of two modes shows that the softest mode sets the step when $C_{\min}C_{\max}<\Omega^2$; otherwise the stiffest mode fails first. Steep flanks, soft valleys and closely spaced images are thus the dangerous combination.

The derivation assumes a straight path, a positive transverse curvature and small displacements. A curved path can add a steady error in the tangent. On a circular arc of radius $R$ with evenly spaced images the central tangent is exact, while the upwind tangent is tilted by about $a/2R$, so that by (1) the band shifts by about $Fa/(2RC)$ towards the inside of the bend. This is a matter of accuracy. The effect of curvature on stability is not derived here; for an arc of radius 1.5 Å and arc length 3 Å, with the $F$ and $C$ above, a spring constant of 1 eV/Å$^2$ and 23 images, so that $a=0.125$ Å as before, the central step limit stays at 0.060 Å$^2$/eV. Where $C$ is negative the straight band is not in a valley. The central band then grows even in continuous descent, since every real part in (3) is $-C>0$. The upwind eigenvalue $-(C+F/a)$ is still negative if $F/a>|C|$, but the factor $1-\alpha C$ in (8) exceeds one, and by (7) a steady displacement grows by $(F/a)/(F/a-|C|)>1$ from each image to the next one downhill.

For a band that kinks on refinement, the model offers two remedies: use the upwind tangent with a step no larger than about $1/(C_{\max}+F/a)$, where $C_{\max}$ is the stiffest transverse curvature and $F$ the largest parallel force, and below the spring limit $1/(2\kappa)$, or keep the central tangent and accept a step that shrinks as $a^2$. With inertial optimizers, friction must also rise as the band is refined. With $p$ and $g$ evaluated for the softest transverse mode, the central tangent needs $g>p$ when $p$ is large, while the upwind tangent avoids amplification with $g\approx\sqrt{2p}$.

## Computed results

```
Slope force F = 1.000 eV/A; curvature C = 2.000 eV/A^2
End-to-end length L = 3.000 A; spring = 1.000 eV/A^2
Spacing at which F = C a: 0.5000 A
Long-band same-step limit p = 2.4142, a = 0.2071 A
Slope N=5: a = 0.5000 A, p = 1.0000, p c = 0.8660
  central rotation rate = 1.7321 eV/A^2, step limit = 0.5714 A^2/eV
  shared step = 0.2500 A^2/eV; factor per step: central 0.6614, upwind bound 0.5000
Slope N=11: a = 0.2500 A, p = 2.0000, p c = 1.9319
  central rotation rate = 3.8637 eV/A^2, step limit = 0.2113 A^2/eV
  shared step = 0.1667 A^2/eV; factor per step: central 0.9269, upwind bound 0.6667
Slope N=23: a = 0.1250 A, p = 4.0000, p c = 3.9658
  central rotation rate = 7.9316 eV/A^2, step limit = 0.0598 A^2/eV
  shared step = 0.1000 A^2/eV; factor per step: central 1.1265, upwind bound 0.8000
First unstable N, central, step 1/C: 6 images
First unstable N, central, step 1/(C+F/a): 15 images
Inertia N=23, g=1.0: central growth rate = 0.7818 sqrt(C/m)
  upwind peak gain per image = 1.8353; gain-free up to p = 1.5000
Inertia N=23, g=2.0: central growth rate = 0.4082 sqrt(C/m)
  upwind peak gain per image = 1.0000; gain-free up to p = 4.0000
Barrier flow N=24: largest real part = -1.7919, bound = -0.9063 eV/A^2
Barrier flow N=25: largest real part = -2.0000, bound = -0.9140 eV/A^2
Barrier flow N=48: largest real part = -1.8085, bound = -0.9041 eV/A^2
Barrier = 1.000 eV, largest parallel force = 1.0472 eV/A
Start displacement up to 0.0010 A; 400 steps; peak |y| over last 100
Barrier N=5: p at steepest point = 1.0472, step = 0.2442 A^2/eV
  central: peak |y| = 4.39e-80 A, length = 3.0000 A, top = 1.0000 eV
  upwind: peak |y| = 1.29e-91 A, length = 3.0000 A, top = 1.0000 eV
Barrier N=11: p at steepest point = 2.0944, step = 0.1616 A^2/eV
  central: peak |y| = 1.86e-26 A, length = 3.0000 A, top = 1.0000 eV
  upwind: peak |y| = 7.06e-55 A, length = 3.0000 A, top = 1.0000 eV
Barrier N=23: p at steepest point = 4.1888, step = 0.0964 A^2/eV
  central: peak |y| = 3.34e-02 A, length = 3.0372 A, top = 1.0000 eV
  upwind: peak |y| = 4.57e-32 A, length = 3.0000 A, top = 1.0000 eV
Central N=23, reduced step = 0.0270 A^2/eV:
  peak |y| = 1.64e-08 A, length = 3.0000 A, top = 1.0000 eV
```
